# Fowler–Nordheim Exponent for Tunnelling through a Triangular Insulating Barrier, part 1

(Sections cited here and not found follow in the second part.)

## Part I. The exponent for one electron

### A barrier of constant height

Let an electron meet an insulating layer whose conduction-band edge lies a constant energy $\phi$ above the electron's own energy. Inside the layer, with effective mass $m$, the wave function obeys

$$-\frac{\hbar^2}{2m}\psi''+\phi\,\psi=0,\qquad\text{so}\qquad \psi''=\kappa_0^2\psi,\qquad \kappa_0=\frac{\sqrt{2m\phi}}{\hbar}.$$

The solution that decays away from the entrance is $e^{-\kappa_0x}$. Across a thick layer of width $a$ its square falls by $e^{-2\kappa_0a}$. Reflections at the two faces change the factor in front of this exponential, but not the exponent.

Now apply an electric field that tilts the band edge, so that the barrier height falls linearly from $\phi$ to zero over a distance $x_t=\phi/(qF)$. The local decay rate is proportional to the square root of the remaining height, and its average over the triangle is

$$\kappa_0\int_0^1\sqrt{1-s}\,ds=\frac23\kappa_0.$$

If local decay rates may simply be added, the exponent is two thirds of that of a rectangle with the same height and width:

$$2\cdot\frac23\kappa_0\cdot\frac{\phi}{qF}=\frac{4\sqrt{2m}\,\phi^{3/2}}{3\hbar qF}.$$

This is the Fowler–Nordheim exponent. Three matters remain: when the decay rates may be added, whether the factor in front of the exponential depends on the field, and how the many electrons of an emitter combine into a current.

### Setting and assumptions

The emitter fills $x<0$ and the insulator $0<x<t$. Energies are measured from the emitter Fermi level. The elementary charge is $q>0$, and an electron's potential energy is $-q$ times the electrostatic potential. The number $F>0$ is the magnitude of the field in the insulator. The field points towards the emitter, so the force on an electron is $qF$ in the direction of $+x$. The conduction-band edge is therefore

$$U(x)=\phi-qFx. \tag{1}$$

The following is assumed.

- **A1.** The field is uniform: there is no trapped charge in the film, and image-force rounding of the barrier is left out.
- **A2.** The insulator has an isotropic parabolic dispersion with mass $m$, which is used in the gap as well as above the band edge.
- **A3.** Tunnelling is elastic and conserves the wavevector parallel to the interface. No trap helps the electron across.
- **A4.** After leaving the barrier the electron is not reflected. The linear potential may then be continued indefinitely to the right.
- **A5.** The emitter has a parabolic band of mass $m_e$. At the interface, $\psi$ and $\psi'$ divided by the local mass are continuous, which makes the particle current continuous.

In this part the electron has the Fermi energy and no parallel wavevector. Its kinetic energy in the emitter is $E$. In the insulator it obeys

$$\psi''=\kappa^2(x)\psi,\qquad \kappa(x)=\frac{\sqrt{2m(\phi-qFx)}}{\hbar}. \tag{2}$$

The exit point, where $\kappa=0$, is $x_t=\phi/(qF)$. It lies inside the film if $qFt>\phi$.

**Theorem 1.** Define

$$B=\frac{4\sqrt{2m}\,\phi^{3/2}}{3q\hbar}. \tag{3}$$

(i) If $qFt>\phi$, the WKB exponent $S=2\int\kappa\,dx$, taken over the forbidden region, is $S=B/F$.

(ii) If $qFt<\phi$, it is instead

$$S=\frac{4\sqrt{2m}}{3\hbar qF}\left[\phi^{3/2}-(\phi-qFt)^{3/2}\right]. \tag{4}$$

(iii) In case (i), as $F/B\to0$ with the other barrier and emitter parameters fixed and the exit kept inside the film, the transmission probability is

$$T=P\,e^{-B/F}\left[1+O(F/B)\right],\qquad P=\frac{4v_ev_i}{v_e^2+v_i^2}, \tag{5}$$

where $v_e=\sqrt{2E/m_e}$ and $v_i=\sqrt{2\phi/m}$.

The quantity $v_i$ has the unit of a velocity, but nothing moves with that speed under the barrier. It measures the decay rate through $v_i=\hbar\kappa_0/m$.

### Adding local decay rates

**Lemma 1.** Where $|\kappa'|/\kappa^2\ll1$, the decaying solution of (2) is approximately

$$\psi(x)=\frac{C}{\sqrt{\kappa(x)}}\exp\left(-\int_0^x\kappa\,dx'\right). \tag{6}$$

*Proof.* Write $\psi=Ae^{-\theta}$ with $\theta'=\kappa$. Differentiating twice gives

$$\psi'=(A'-\kappa A)e^{-\theta},$$

$$\psi''=(A''-2\kappa A'-\kappa'A+\kappa^2A)e^{-\theta}.$$

Equation (2) requires $\psi''=\kappa^2Ae^{-\theta}$. The terms in $\kappa^2A$ cancel, which leaves

$$A''-2\kappa A'-\kappa'A=0. \tag{7}$$

The approximation consists in dropping $A''$. Multiplying the rest by $-A$ gives $2\kappa AA'+\kappa'A^2=(\kappa A^2)'=0$, so $A=C\kappa^{-1/2}$.

To see when this is consistent, compute the dropped term from the result:

$$A''=C\left(\frac34\kappa^{-5/2}\kappa'^2-\frac12\kappa^{-3/2}\kappa''\right).$$

For the linear barrier $\kappa^2$ has a constant slope, so $\kappa\kappa'$ is constant. Differentiating it gives $\kappa'^2+\kappa\kappa''=0$, hence $\kappa''=-\kappa'^2/\kappa$. Then

$$A''=\frac54C\kappa^{-5/2}\kappa'^2,\qquad \frac{A''}{\kappa'A}=\frac54\frac{\kappa'}{\kappa^2}.$$

The dropped term is small compared with the kept one under the stated condition. ∎

The condition says that the decay length $1/\kappa$ changes little over one decay length. It must fail close to $x_t$, where $\kappa$ vanishes. Lemma 3 deals with that region.

### The integral over the triangle

**Lemma 2.** Parts (i) and (ii) of Theorem 1 hold.

*Proof.* Use the remaining barrier height $U$ as the integration variable. From (1), $dx=-dU/(qF)$. At $x=0$ the height is $\phi$, and at the end of the forbidden region it is $U_1$. The minus sign is absorbed by exchanging the limits:

$$S=2\int\kappa\,dx=\frac{2\sqrt{2m}}{\hbar qF}\int_{U_1}^{\phi}\sqrt U\,dU
=\frac{4\sqrt{2m}}{3\hbar qF}\left(\phi^{3/2}-U_1^{3/2}\right).$$

If the exit is inside the film, $U_1=0$ and $S=B/F$. Otherwise the film ends first, at $U_1=\phi-qFt$, which gives (4). ∎

**Remark 1: where each power comes from.** For a general decay rate $\kappa(U)$, the same substitution gives $S=(2/qF)\int_0^\phi\kappa(U)\,dU$. The factor $1/F$ therefore follows from the straight band edge, whatever the dispersion in the gap. The power $\phi^{3/2}$ follows from the parabolic mass. Within WKB, a straight line in a plot against $1/F$ is thus no evidence that the dispersion is parabolic.

**Remark 2: thin films.** For $qFt\ll\phi$, expansion gives $\phi^{3/2}-(\phi-qFt)^{3/2}\approx\frac32\phi^{1/2}qFt$. Equation (4) becomes $S\approx2\kappa_0t$, the rectangular result. Tunnelling through the full thickness is called direct tunnelling. Once $qFt>\phi$, the thickness disappears from the exponent at fixed $F$, because a thicker film adds only an allowed region beyond the exit. At fixed film voltage the thickness still matters, since it sets the field.

**Remark 3: the condition in terms of the exponent.** Since $(\kappa^2)'=-2mqF/\hbar^2$, one has $|\kappa'|=mqF/(\hbar^2\kappa)$. At the entrance,

$$\frac{|\kappa'|}{\kappa^2}=\frac{mqF}{\hbar^2\kappa_0^3}.$$

The exponent can be written $S=\frac43\kappa_0x_t$. With $\phi=\hbar^2\kappa_0^2/(2m)$ in $x_t=\phi/(qF)$, this is $S=2\hbar^2\kappa_0^3/(3mqF)$. Therefore

$$\left.\frac{|\kappa'|}{\kappa^2}\right|_{x=0}=\frac{2}{3S}. \tag{8}$$

A large exponent is thus the condition for its own validity.

### Passing the exit point

Set $a=(2mqF/\hbar^2)^{1/3}$ and $z=a(x_t-x)$. Then $\kappa^2=a^3(x_t-x)=a^2z$, and equation (2) becomes

$$\frac{d^2\psi}{dz^2}=z\psi. \tag{9}$$

Positive $z$ lies under the barrier and negative $z$ beyond it.

**Lemma 3.** Equation (9) has a solution $f(z)$ with the following properties.

- For large positive $z$, $f\approx\sqrt\pi\,z^{-1/4}\exp(\frac23z^{3/2})$ and $df/dz\approx\sqrt z\,f$, with relative corrections of order $z^{-3/2}$.
- For $z=-y$ with $y$ large, $f\approx\sqrt\pi\,y^{-1/4}\exp[i(\frac23y^{3/2}+\frac\pi4)]$, a wave travelling towards $+x$.
- For all real $z$, $\operatorname{Im}(f^*\,df/dz)=-\pi$.

*Proof.* Take

$$f(z)=\int_\Gamma e^{zs-s^3/3}\,ds,$$

where $\Gamma$ comes from infinity near the direction $e^{-2\pi i/3}$ and goes to $+\infty$. The integrand vanishes at both ends. Hence

$$f''-zf=\int_\Gamma(s^2-z)e^{zs-s^3/3}ds=-\int_\Gamma\frac{d}{ds}e^{zs-s^3/3}ds=0.$$

The integrand has no singularities, so $\Gamma$ may be deformed while its ends stay in the same sectors of decay.

*Under the barrier.* Put $s=\sqrt z\,\sigma$ and $\lambda=z^{3/2}$. The exponent is $\lambda(\sigma-\sigma^3/3)$. Come in along $\sigma=\rho e^{-2\pi i/3}$ to the origin. There $\sigma^3=\rho^3$, and the real part of the bracket is $-\rho/2-\rho^3/3\le0$. Then follow the real axis to $+\infty$. On it the bracket has its maximum $2/3$ at $\sigma=1$, with second derivative $-2$. For large $\lambda$ the neighbourhood of this maximum dominates:

$$f\approx\sqrt z\,e^{2\lambda/3}\int_{-\infty}^{\infty}e^{-\lambda\delta^2}d\delta=\sqrt z\sqrt{\frac{\pi}{\lambda}}\,e^{2\lambda/3}=\sqrt\pi\,z^{-1/4}e^{2\lambda/3}.$$

The neglected cubic term is odd in $\delta$, so its first power integrates to zero. Its square gives a relative correction of order $\lambda^2\delta^6\sim1/\lambda$. Differentiating $f$ inserts a factor $s$ in the integrand, which equals $\sqrt z$ at the maximum.

*Beyond the exit.* Put $s=\sqrt y\,\sigma$ and $\lambda=y^{3/2}$. The exponent is $\lambda h$ with $h=-\sigma-\sigma^3/3$. With $\sigma=-i+\delta$,

$$h=\frac{2i}{3}+i\delta^2-\frac{\delta^3}{3}.$$

Let $\delta=re^{i\pi/4}$. Then $i\delta^2=-r^2$, and

$$\operatorname{Re}h=-r^2+\frac{r^3}{3\sqrt2}.$$

For $r<0$ this decreases steadily, and the line runs to infinity inside the required sector. For $0<r\le\sqrt2$ it is at most $-\frac23r^2$. At $r=\sqrt2$ the line reaches $\sigma=1$, and from there the real axis leads to $+\infty$ with $h$ decreasing. The point $r=0$ therefore dominates:

$$f\approx\sqrt y\,e^{2i\lambda/3}e^{i\pi/4}\sqrt{\frac\pi\lambda}=\sqrt\pi\,y^{-1/4}e^{i(2\lambda/3+\pi/4)}.$$

The phase grows with $y=a(x-x_t)$, so the wave travels towards $+x$. The inserted factor $s=-i\sqrt y$ gives $df/dz\approx-i\sqrt y\,f$.

*The constant.* For real $z$, the derivative of $f^*f'$ is $|f'|^2+z|f|^2$, which is real. So $\operatorname{Im}(f^*f')$ is constant. Its value at large $y$ is $-\sqrt y\,|f|^2=-\sqrt y\cdot\pi/\sqrt y=-\pi$. ∎

### Proof of part (iii)

Let $\psi(x)=f(z)$ in the insulator. Since $dz/dx=-a$, the transmitted current is

$$j_t=\frac{\hbar}{m}\operatorname{Im}(\psi^*\psi')=\frac{\pi\hbar a}{m}.$$

In the emitter, write $\psi=Ie^{ik_ex}+Re^{-ik_ex}$ with $\hbar k_e=m_ev_e$. The boundary conditions of A5 are $I+R=\psi(0)$ and $ik_e(I-R)=(m_e/m)\psi'(0)$. Dividing the second by $ik_e$, adding the first and halving gives

$$I=\frac12\left[\psi(0)+\frac{m_e}{imk_e}\psi'(0)\right].$$

At the entrance $z_0=ax_t$ and $a\sqrt{z_0}=\kappa_0$. Also $S=\frac43\kappa_0x_t=\frac43z_0^{3/2}$, so $\frac23z_0^{3/2}=S/2$. Lemma 3 then gives $\psi'(0)\approx-\kappa_0\psi(0)$ and $|\psi(0)|^2\approx\pi z_0^{-1/2}e^S$. With $m_e\kappa_0/(mk_e)=v_i/v_e$,

$$|I|^2\approx\frac{\pi e^S}{4\sqrt{z_0}}\left(1+\frac{v_i^2}{v_e^2}\right).$$

The incident current is $v_e|I|^2$. Dividing,

$$T=\frac{j_t}{v_e|I|^2}\approx\frac{4(\hbar a\sqrt{z_0}/m)\,v_e}{v_e^2+v_i^2}e^{-S}=\frac{4v_iv_e}{v_e^2+v_i^2}e^{-B/F}.$$

The corrections are of relative order $z_0^{-3/2}=4/(3S)$, that is, of order $F/B$. ∎

**Remark 4: what the prefactor does.** $P$ contains no field. In a plot of $\ln T$ against $1/F$ it shifts the intercept. A correction factor $1+cF/B$ adds about $cF/B$ to $\ln T$, and so changes the slope relative to $B$ by order $(F/B)^2$.

## Part II. The exponent in a current

### Symbols and results carried over

The barrier is $\phi$ at the emitter Fermi level, the insulator mass is $m$, the field magnitude is $F$, and the film thickness is $t$. The emitter mass is $m_e$. For an electron at the Fermi level with no parallel wavevector, and with the exit $x_t=\phi/(qF)$ inside the film, Part I gave

$$S=\frac BF,\qquad B=\frac{4\sqrt{2m}\,\phi^{3/2}}{3q\hbar},\qquad T\approx Pe^{-B/F}.$$

The factor $P$ comes from matching at the emitter and does not depend on $F$. Assumptions A1–A5 remain in force: uniform field, parabolic masses, elastic tunnelling with conserved parallel wavevector, and no reflection after the exit.

### Electrons away from the most favourable state

**Lemma 4.** An electron with energy $-\varepsilon$, where $\varepsilon\ge0$, and parallel wavevector $k$ sees the triangular barrier with $\phi$ replaced by

$$\Phi=\phi+\varepsilon+\frac{\hbar^2k^2}{2m}. \tag{10}$$

To first order in $\delta=\varepsilon+\hbar^2k^2/(2m)$, its exponential factor is $e^{-B/F}e^{-\delta/d}$, with

$$d=\frac{\hbar qF}{2\sqrt{2m\phi}}=\frac{2\phi}{3S}. \tag{11}$$

*Proof.* The parallel motion contributes a plane wave, whose second derivatives give $-k^2$. The insulator equation is then

$$-\frac{\hbar^2}{2m}(\psi''-k^2\psi)+(\phi-qFx)\psi=-\varepsilon\psi.$$

Solving for $\psi''$ gives

$$\psi''=\frac{2m}{\hbar^2}\left(\phi+\varepsilon+\frac{\hbar^2k^2}{2m}-qFx\right)\psi,$$

which is equation (2) with $\Phi$ in place of $\phi$. The exponent scales as the power $3/2$ of the barrier, so

$$S(\Phi)=S\left(1+\frac{\delta}{\phi}\right)^{3/2}=S+\frac{3S}{2\phi}\delta+\frac{3S}{8\phi^2}\delta^2+\dots \tag{12}$$

The coefficient of $\delta$ is $1/d$. Inserting $S=B/F$ gives

$$\frac1d=\frac{3}{2\phi}\cdot\frac{4\sqrt{2m}\,\phi^{3/2}}{3\hbar qF}=\frac{2\sqrt{2m\phi}}{\hbar qF}.$$

∎

The energy $d$ measures how quickly tunnelling weakens below the Fermi level. Because $d/\phi=2/(3S)$, a large exponent confines the current to a thin layer of states near the Fermi level with small parallel wavevector. That is why the exponent of the single most favourable electron reappears in the current.

### The current

The following is assumed in addition.

- **A6.** The temperature is zero, and the collector states at the energies that matter are empty.
- **A7.** The emitter is a three-dimensional electron sea with Fermi energy $E_F$, deep enough that both $E_F$ and $(m_e/m)E_F$ are much larger than $d$.
- **A8.** The field is well above threshold: $qFt-\phi\gg d$.

For one electron at the Fermi level with no parallel wavevector, the exponent is $B/F$ when the exit lies inside the film, the leading prefactor does not depend on the field, and tunnelling weakens over an energy $d$ away from this most favourable state. It remains to sum over the emitter's electrons to obtain the current, to read the exponent from a plot, and to see where the result changes.
